# Depth Straggle of a Tilted Ion Implant: test program

```python
# Result under test: for a beam tilted by theta from the surface normal, a
# Gaussian point response has the depth variance
#     s_z^2 = s_L^2 cos(theta)^2 + s_T^2 sin(theta)^2
# and mean depth R_p cos(theta).
# R_p: mean range along the beam; s_L, s_T: longitudinal and lateral straggle.
# u, v: displacements along the beam and lateral to it in the tilt plane.
# x, z: displacements along the surface (tilt plane) and into the target.
# Lengths are in nm, fluence in cm^-2 and concentration in cm^-3.
import numpy as np
from scipy import constants, integrate, optimize, special, stats

R_p, s_L, s_T = 70.0, 25.0, 18.0
fluence, background = 3e13, 1e17
tilt_deg = 30.0
theta = np.radians(tilt_deg)
c, s = np.cos(theta), np.sin(theta)
cm_in_nm = constants.centi / constants.nano


def depth_variance(angle):
    return s_L**2 * np.cos(angle)**2 + s_T**2 * np.sin(angle)**2


def point_response(x, y, z, angle):
    """Density in nm^-3 of ions that entered at the origin."""
    u = x * np.sin(angle) + z * np.cos(angle)
    v = x * np.cos(angle) - z * np.sin(angle)
    exponent = ((u - R_p) / s_L)**2 + (v / s_T)**2 + (y / s_T)**2
    return np.exp(-exponent / 2) / ((2 * np.pi)**1.5 * s_L * s_T**2)


def summed_concentration(z, angle, x_seen=10.0, y_seen=5.0):
    """Sum over ions spaced evenly on a plane normal to the beam."""
    h = 3.0
    q = np.arange(-300, 301, h)[:, None]
    p = np.arange(-160, 161, h)[None, :]
    x_entry = q / np.cos(angle)
    total = point_response(x_seen - x_entry, y_seen - p, z, angle).sum()
    return fluence / cm_in_nm**2 * h**2 * total * cm_in_nm**3


def gaussian_profile(z, angle):
    width = np.sqrt(depth_variance(angle))
    dose = fluence * np.cos(angle)
    return dose * cm_in_nm * stats.norm.pdf(z, R_p * np.cos(angle), width)


# Wide-beam profile from the sum over entry points, at several tilts
table = []
depths = np.arange(-150.0, 301.0, 3.0)
for degrees in (0, 15, 30, 45, 60):
    angle = np.radians(degrees)
    profile = np.array([summed_concentration(z, angle) for z in depths])
    mean = (depths * profile).sum() / profile.sum()
    variance = ((depths - mean)**2 * profile).sum() / profile.sum()
    assert abs(mean - R_p * np.cos(angle)) < 1e-5
    assert abs(variance / depth_variance(angle) - 1) < 1e-6
    expected = gaussian_profile(depths, angle)
    assert np.max(abs(profile - expected)) < 1e-6 * expected.max()
    table.append((degrees, mean, np.sqrt(variance)))
elsewhere = summed_concentration(50.0, theta, -37.0, 22.0)
assert abs(elsewhere / summed_concentration(50.0, theta) - 1) < 1e-6

# Single point response: surface spread, covariance and cut at fixed x
axis = np.arange(-250.0, 351.0, 2.0)
X, Z = np.meshgrid(axis, axis, indexing="ij")
weight = point_response(X, 0.0, Z, theta)
weight /= weight.sum()
x_mean, z_mean = (weight * X).sum(), (weight * Z).sum()
x_variance = (weight * (X - x_mean)**2).sum()
xz_covariance = (weight * (X - x_mean) * (Z - z_mean)).sum()
cut = point_response(50.0, 0.0, axis, theta)
cut /= cut.sum()
cut_variance = (cut * (axis - (cut * axis).sum())**2).sum()
assert abs(x_variance - (s_L**2 * s**2 + s_T**2 * c**2)) < 1e-5
assert abs(xz_covariance - (s_L**2 - s_T**2) * s * c) < 1e-5
assert abs(cut_variance - s_L**2 * s_T**2 / x_variance) < 1e-5


# Random flights with axially symmetric deflections; no Gaussian is assumed
def stopping_points(direction, rng, ions=200000, flights=8):
    heading = np.tile(direction, (ions, 1))
    position = np.zeros((ions, 3))
    for _ in range(flights):
        position += rng.exponential(1.0, (ions, 1)) * heading
        normal = rng.normal(size=(ions, 3))
        normal -= (normal * heading).sum(axis=1, keepdims=True) * heading
        normal /= np.linalg.norm(normal, axis=1, keepdims=True)
        bend = rng.rayleigh(0.4, (ions, 1))
        heading = np.cos(bend) * heading + np.sin(bend) * normal
    return position


def variance_and_error(sample):
    offset = sample - sample.mean()
    variance = np.mean(offset**2)
    error = np.sqrt((np.mean(offset**4) - variance**2) / len(sample))
    return variance, error


rng = np.random.default_rng(12345)
straight = stopping_points(np.array([0.0, 0.0, 1.0]), rng)
tilted = stopping_points(np.array([s, 0.0, c]), rng)
flight_L, error_L = variance_and_error(straight[:, 2])
flight_T, error_T = variance_and_error(straight[:, 0])
flight_z, error_z = variance_and_error(tilted[:, 2])
flight_law = c**2 * flight_L + s**2 * flight_T
flight_error = np.sqrt((c**2 * error_L + s**2 * error_T)**2 + error_z**2)
lateral_kurtosis = stats.kurtosis(straight[:, 0])
assert abs(flight_z - flight_law) < 5 * flight_error
assert abs(flight_z - c**2 * flight_L) > 10 * flight_error
assert lateral_kurtosis > 0.1

# Main example and the depth at which the profile meets the background
s_z = np.sqrt(depth_variance(theta))
z_bar = R_p * c
peak = summed_concentration(z_bar, theta)
meeting_depth = z_bar + s_z * np.sqrt(2 * np.log(peak / background))
root = optimize.brentq(
    lambda z: summed_concentration(z, theta) - background, z_bar, 250)
assert abs(root - meeting_depth) < 1e-4
false_width = s_L * c
false_peak = fluence * c * cm_in_nm / (np.sqrt(2 * np.pi) * false_width)
false_depth = z_bar + false_width * np.sqrt(
    2 * np.log(false_peak / background))

# Part of the unbounded response that lies outside the target
lost = special.erfc(z_bar / (np.sqrt(2) * s_z)) / 2
lost_direct = integrate.quad(
    lambda u: stats.norm.pdf(u, R_p, s_L) * stats.norm.sf(c * u / (s * s_T)),
    R_p - 9 * s_L, R_p + 9 * s_L, points=[0.0, R_p], epsabs=1e-11)[0]
assert abs(lost - lost_direct) < 1e-8
inside = [integrate.quad(lambda z: z**n * stats.norm.pdf(z, z_bar, s_z),
                         0, z_bar + 10 * s_z, points=[z_bar])[0]
          for n in range(3)]
inside_width = np.sqrt(inside[2] / inside[0] - (inside[1] / inside[0])**2)

# Skewed range and lateral variance that grows with range (assumed values)
skew_L, lateral_slope = 0.5, 0.2
shape = 4 / skew_L**2
g = np.arange(0.05, 70.0, 0.05)
t = (g - shape) / np.sqrt(shape)
range_weight = stats.gamma.pdf(g, shape)
range_weight /= range_weight.sum()
local_width = s * s_T * np.sqrt(1 + lateral_slope * t)
fine = np.arange(-100.0, 400.0, 0.5)
skewed = stats.norm.pdf(fine[:, None], c * (R_p + s_L * t),
                        local_width) @ range_weight
norm = skewed.sum()
skew_mean = (fine * skewed).sum() / norm
skew_var = ((fine - skew_mean)**2 * skewed).sum() / norm
third = ((fine - skew_mean)**3 * skewed).sum() / norm
third_law = (c**3 * skew_L * s_L**3
             + 3 * c * s**2 * lateral_slope * s_T**2 * s_L)
assert abs(skew_var / s_z**2 - 1) < 1e-5
assert abs(third / third_law - 1) < 1e-4
tail_depth = z_bar + 3 * s_z
tail_ratio = (np.interp(tail_depth, fine, skewed)
              / stats.norm.pdf(tail_depth, z_bar, s_z))

# In-plane angular spread of the beam (assumed standard deviation)
spread_deg = 1.0
spread = np.radians(spread_deg)
nodes, node_weights = np.polynomial.hermite_e.hermegauss(12)
node_weights = node_weights / node_weights.sum()
angles = theta + spread * nodes
means = R_p * np.cos(angles)
spread_variance = (node_weights @ (depth_variance(angles) + means**2)
                   - (node_weights @ means)**2)
spread_added = spread_variance - s_z**2
spread_law = spread**2 * (R_p**2 * s**2
                          - (s_L**2 - s_T**2) * np.cos(2 * theta))
assert abs(spread_added / spread_law - 1) < 0.01  # higher orders in spread

# Channelled fraction with extra travel along the surface normal (assumed)
fraction, extra_length = 0.05, 50.0
lag_nodes, lag_weights = np.polynomial.laguerre.laggauss(10)
extra = np.concatenate(([0.0], extra_length * lag_nodes))
extra_weights = np.concatenate(([1 - fraction], fraction * lag_weights))
A, B, E = np.meshgrid(nodes, nodes, extra, indexing="ij")
W = np.einsum("i,j,k->ijk", node_weights, node_weights, extra_weights)
U = R_p + s_L * A + c * E
V = s_T * B - s * E
D = c * U - s * V


def covariance(P, Q):
    return (W * P * Q).sum() - (W * P).sum() * (W * Q).sum()


channel_variance = covariance(D, D)
channel_added = fraction * (2 - fraction) * extra_length**2
two_term = c**2 * covariance(U, U) + s**2 * covariance(V, V)
channel_cov = covariance(U, V)
assert abs(channel_variance - s_z**2 - channel_added) < 1e-6
assert abs(two_term - channel_variance) > 10.0
assert abs(two_term - 2 * s * c * channel_cov - channel_variance) < 1e-6

print(f"mean range R_p = {R_p:.1f} nm")
print(f"longitudinal straggle s_L = {s_L:.1f} nm")
print(f"lateral straggle s_T = {s_T:.1f} nm")
print(f"beam fluence = {fluence:.2e} cm^-2")
print(f"tilt = {tilt_deg:.1f} degrees")
print(f"surface dose = {fluence * c:.4e} cm^-2")
print(f"longitudinal term = {s_L**2 * c**2:.2f} nm^2")
print(f"lateral term = {s_T**2 * s**2:.2f} nm^2")
print(f"depth variance = {s_z**2:.2f} nm^2")
print(f"depth straggle s_z = {s_z:.3f} nm = {s_z * constants.nano:.4e} m")
print(f"mean depth = {z_bar:.3f} nm")
print(f"peak = {peak:.4e} cm^-3 = {peak / constants.centi**3:.4e} m^-3")
print(f"background = {background:.2e} cm^-3")
print(f"depth at background = {meeting_depth:.2f} nm")
print(f"false width s_L cos(theta) = {false_width:.3f} nm")
print(f"depth at background, false width = {false_depth:.2f} nm")
for degrees, mean, width in table:
    print(f"tilt {degrees:2d} deg: mean {mean:.2f} nm, s_z {width:.3f} nm")
print(f"surface-direction variance = {x_variance:.2f} nm^2")
print(f"covariance of x and z = {xz_covariance:.2f} nm^2")
print(f"variance of cut at fixed x = {cut_variance:.2f} nm^2")
print(f"flights: longitudinal variance = {flight_L:.3f} (free path)^2")
print(f"flights: lateral variance = {flight_T:.3f} (free path)^2")
print(f"flights: tilted depth variance = {flight_z:.3f} (free path)^2")
print(f"flights: two-term law = {flight_law:.3f} (free path)^2")
print(f"flights: error scale = {flight_error:.3f} (free path)^2")
print(f"flights: lateral excess kurtosis = {lateral_kurtosis:.2f} (no unit)")
print(f"fraction beyond surface = {100 * lost:.3f} percent")
print(f"straggle of part inside = {inside_width:.3f} nm")
print(f"assumed longitudinal skewness = {skew_L:.2f} (no unit)")
print(f"assumed lateral slope k = {lateral_slope:.2f} (no unit)")
print(f"skewed case: depth variance = {skew_var:.2f} nm^2")
print(f"skewed case: depth skewness = {third / skew_var**1.5:.3f} (no unit)")
print(f"tail test depth, mean + 3 s_z = {tail_depth:.2f} nm")
print(f"skewed/Gaussian density there = {tail_ratio:.2f} (no unit)")
print(f"assumed angular spread = {spread_deg:.1f} degree")
print(f"variance added by spread = {spread_added:.3f} nm^2")
print(f"assumed channelled fraction = {100 * fraction:.1f} percent")
print(f"assumed mean extra length = {extra_length:.1f} nm")
print(f"variance added by channelling = {channel_added:.2f} nm^2")
print(f"straggle with channelling = {np.sqrt(channel_variance):.3f} nm")
print(f"channelled case: cov(u,v) = {channel_cov:.2f} nm^2")
print(f"channelled case: true variance = {channel_variance:.2f} nm^2")
print(f"channelled case: two-term law = {two_term:.2f} nm^2")
print("all assertions hold")
```

Output:

```
mean range R_p = 70.0 nm
longitudinal straggle s_L = 25.0 nm
lateral straggle s_T = 18.0 nm
beam fluence = 3.00e+13 cm^-2
tilt = 30.0 degrees
surface dose = 2.5981e+13 cm^-2
longitudinal term = 468.75 nm^2
lateral term = 81.00 nm^2
depth variance = 549.75 nm^2
depth straggle s_z = 23.447 nm = 2.3447e-08 m
mean depth = 60.622 nm
peak = 4.4206e+18 cm^-3 = 4.4206e+24 m^-3
background = 1.00e+17 cm^-3
depth at background = 125.17 nm
false width s_L cos(theta) = 21.651 nm
depth at background, false width = 120.84 nm
tilt  0 deg: mean 70.00 nm, s_z 25.000 nm
tilt 15 deg: mean 67.61 nm, s_z 24.593 nm
tilt 30 deg: mean 60.62 nm, s_z 23.447 nm
tilt 45 deg: mean 49.50 nm, s_z 21.783 nm
tilt 60 deg: mean 35.00 nm, s_z 19.981 nm
surface-direction variance = 399.25 nm^2
covariance of x and z = 130.34 nm^2
variance of cut at fixed x = 507.20 nm^2
flights: longitudinal variance = 8.236 (free path)^2
flights: lateral variance = 10.102 (free path)^2
flights: tilted depth variance = 8.738 (free path)^2
flights: two-term law = 8.702 (free path)^2
flights: error scale = 0.045 (free path)^2
flights: lateral excess kurtosis = 0.38 (no unit)
fraction beyond surface = 0.486 percent
straggle of part inside = 23.011 nm
assumed longitudinal skewness = 0.50 (no unit)
assumed lateral slope k = 0.20 (no unit)
skewed case: depth variance = 549.75 nm^2
skewed case: depth skewness = 0.475 (no unit)
tail test depth, mean + 3 s_z = 130.96 nm
skewed/Gaussian density there = 2.38 (no unit)
assumed angular spread = 1.0 degree
variance added by spread = 0.327 nm^2
assumed channelled fraction = 5.0 percent
assumed mean extra length = 50.0 nm
variance added by channelling = 243.75 nm^2
straggle with channelling = 28.169 nm
channelled case: cov(u,v) = -105.55 nm^2
channelled case: true variance = 793.50 nm^2
channelled case: two-term law = 702.09 nm^2
all assertions hold
```
